# Why a longitudinal phonon is generally not one shifted transverse phonon: verification in Python

```python
"""
Result under test: in a crystal with several polar modes, longitudinal (LO)
phonons are eigenvectors of diag(w_j^2) + p p^T, so the macroscopic field mixes
the transverse (TO) patterns.  For two modes the mixing has a closed form.
w_j : TO energies (meV);  p_j : mode charge z_j/sqrt(eps0*eps_inf*V), as meV
eps_inf : electronic permittivity;  V : cell volume
weight : squared component of an LO eigenvector on a TO eigenvector
All squared frequencies are in meV^2; model time is in 1/meV (hbar = 1).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq

w = np.array([12.0, 68.0])
p = np.array([82.0, 40.0])
eps_inf = 5.0
cell_volume = 0.06e-27          # m^3


def closed_form(w, p):
    """Lower and upper LO squares, and TO1 weight in the upper LO."""
    a, b = w**2 + p**2
    root = np.sqrt((a - b)**2 + 4 * p[0]**2 * p[1]**2)
    return (a + b - root) / 2, (a + b + root) / 2, (1 + (a - b) / root) / 2


def lo_matrix(w, p):
    return np.diag(np.asarray(w)**2) + np.outer(p, p)


lam_low, lam_up, weight = closed_form(w, p)
lo = np.sqrt([lam_low, lam_up])

# Periodic row of cells: solve Gauss's law for the field of every polarisation
# pattern, then diagonalise all cells together. Uniform pattern is field-free.
cells = 10
grad = np.roll(np.eye(cells), 1, axis=1) - np.eye(cells)
field_response = -grad @ np.linalg.pinv(grad.T @ grad) @ grad.T / eps_inf
row_matrix = (np.kron(np.eye(cells), np.diag(w**2))
              - eps_inf * np.kron(field_response, np.outer(p, p)))
row_val, row_vec = np.linalg.eigh(row_matrix)
expected = np.sort(np.r_[w**2, [lam_low] * (cells - 1), [lam_up] * (cells - 1)])
assert np.allclose(row_val, expected, rtol=1e-9)
top_pattern = row_vec[:, -1].reshape(cells, 2)
assert abs(np.sum(top_pattern[:, 0]**2) - weight) < 1e-9


# LO energies as zeros of the permittivity; static response for the LST product
def eps_ratio(energy, damping=0.0):
    energy = np.asarray(energy)
    total = 1.0
    for wj, pj in zip(w, p):
        denominator = wj**2 - energy**2
        if damping:
            denominator = denominator - 1j * damping * energy
        total = total + pj**2 / denominator
    return total


zeros = np.array([brentq(eps_ratio, w[0] + 1e-6, w[1] - 1e-6, xtol=1e-11),
                  brentq(eps_ratio, w[1] + 1e-6, 500.0, xtol=1e-11)])
assert np.allclose(zeros, lo, rtol=1e-9)
static_ratio = float(eps_ratio(0.0))
assert abs(static_ratio / np.prod(zeros**2 / w**2) - 1) < 1e-8
assert abs(np.sum(zeros**2) - np.sum(w**2 + p**2)) < 1e-5

# Eigenvectors, interlacing and the majority rule on random parameter sets
rng = np.random.default_rng(4)
majority_seen = set()
for trial in range(300):
    wr = np.sort(rng.uniform(10, 100, 2))
    pr = rng.uniform(5, 100, 2) * rng.choice([-1, 1], 2)
    val, vec = np.linalg.eigh(lo_matrix(wr, pr))
    rule = pr[0]**2 - pr[1]**2 > wr[1]**2 - wr[0]**2
    assert (vec[0, 1]**2 > 0.5) == rule
    majority_seen.add(bool(rule))
    polar = vec * pr[:, None]
    assert polar[0, 0] * polar[1, 0] < 0 < polar[0, 1] * polar[1, 1]
assert majority_seen == {True, False}
for trial in range(50):
    wr = np.array([15.0, 35.0, 60.0, 90.0]) + rng.uniform(-5, 5, 4)
    pr = rng.uniform(10, 60, 4)
    val, vec = np.linalg.eigh(lo_matrix(wr, pr))
    assert np.all(val > wr**2) and np.all(val[:-1] < wr[1:]**2)
    assert np.max(vec**2) < 1 - 1e-6
    for m in range(4):
        guess = pr / (val[m] - wr**2)
        guess /= np.linalg.norm(guess)
        assert abs(abs(guess @ vec[:, m]) - 1) < 1e-8

# Three atoms on a line: springs, masses and neutral Born charges
masses = np.array([88.0, 48.0, 16.0])
springs = np.array([[0, 20, 9], [20, 0, 35], [9, 35, 0]], float)
stiffness = np.diag(springs.sum(axis=1)) - springs
dyn = stiffness / np.sqrt(np.outer(masses, masses))
born = np.array([2.5, 5.0, -7.5])
charge = 0.8 * born / np.sqrt(masses)
to_val, to_vec = np.linalg.eigh(dyn)
mode_charge = to_vec.T @ charge
atom_lo = np.linalg.eigvalsh(dyn + np.outer(charge, charge))
assert abs(to_val[0]) < 1e-10 and abs(mode_charge[0]) < 1e-10
atom_formula = closed_form(np.sqrt(to_val[1:]), mode_charge[1:])
assert np.allclose(atom_lo[1:], atom_formula[:2], rtol=1e-9)


# Release a longitudinal wave in the pure TO1 pattern and follow it in time
def motion(t, y):
    coordinates, velocity = y[:2], y[2:]
    scaled_field = -np.dot(p, coordinates)
    return np.r_[velocity, -w**2 * coordinates + p * scaled_field]


beat = 2 * np.pi / (lo[1] - lo[0])
times = np.linspace(0, beat, 1001)
run = solve_ivp(motion, (0, beat), [1, 0, 0, 0], t_eval=times,
                rtol=1e-10, atol=1e-12)
assert run.success
q2_formula = (p[0] * p[1] / (lam_up - lam_low)
              * (np.cos(lo[1] * times) - np.cos(lo[0] * times)))
assert np.max(abs(run.y[1] - q2_formula)) < 1e-6
peak_index = np.argmax(abs(run.y[1]))
fs_per_unit = const.hbar / (1e-3 * const.e) * 1e15

# Screening shares: eigenvectors against integration of the loss function
lo_vec = np.linalg.eigh(lo_matrix(w, p))[1]
strength = (p @ lo_vec)**2
shares = strength / lo**2
energies = np.arange(0.002, 500.0, 0.002)
loss = np.imag(-1 / eps_ratio(energies, damping=0.02)) * 2 / np.pi / energies
lower_part = energies < lo.mean()
loss_shares = np.array([trapezoid(loss[lower_part], energies[lower_part]),
                        trapezoid(loss[~lower_part], energies[~lower_part])])
# finite damping leaves small Lorentzian tails in the neighbouring window
assert np.allclose(loss_shares, shares, atol=6e-4)
assert abs(shares.sum() - (1 - 1 / static_ratio)) < 1e-10

# The false one-to-one picture, and charges misread from ordered splittings
single = np.sqrt(w**2 + p**2)
single_shares = p**2 / single**2
misread = np.sqrt(zeros**2 - w**2)
assert single_shares.sum() > 1
assert np.min(abs(single[:, None] - lo[None, :])) > 10

# Strong-charge limit
strong_val, strong_vec = np.linalg.eigh(lo_matrix(w, 1000 * p))
limit_weight = p[0]**2 / np.sum(p**2)
limit_low = np.sqrt((p[1]**2 * w[0]**2 + p[0]**2 * w[1]**2) / np.sum(p**2))
assert abs(strong_vec[0, 1]**2 - limit_weight) < 1e-5
assert abs(np.sqrt(strong_val[0]) / limit_low - 1) < 1e-5
cross_scale = np.sqrt((w[1]**2 - w[0]**2) / (p[0]**2 - p[1]**2))
cross_vec = np.linalg.eigh(lo_matrix(w, cross_scale * p))[1]
assert abs(cross_vec[0, 1]**2 - 0.5) < 1e-9


# Size of neglected effects, using rough assumed inputs
def top_two(w_all, p_all, soft_index):
    val, vec = np.linalg.eigh(lo_matrix(w_all, p_all))
    return np.sqrt(val[-2]), np.sqrt(val[-1]), vec[soft_index, -1]**2


curie_temperature = 40.0
warm_soft = w[0] * np.sqrt((400 - curie_temperature) / (300 - curie_temperature))
third_w, third_p = 22.0, 20.0
carrier_density = 1e24          # m^-3, electron mass taken as the free mass
carrier_p = (const.hbar * np.sqrt(carrier_density * const.e**2
             / (const.epsilon_0 * eps_inf * const.m_e)) / const.e * 1e3)
damping_rates = np.array([3.0, 5.0])
companion = np.block([[np.zeros((2, 2)), np.eye(2)],
                      [-lo_matrix(w, p), -np.diag(damping_rates)]])
rate, pattern = np.linalg.eig(companion)
keep = np.where(rate.imag > 0)[0]
keep = keep[np.argsort(rate[keep].imag)]
damped_top = pattern[:2, keep[-1]]
damped_weight = abs(damped_top[0])**2 / np.sum(abs(damped_top)**2)
cases = [
    ("soft TO at 400 K", top_two([warm_soft, w[1]], p, 0)),
    ("soft TO energy doubled", top_two([2 * w[0], w[1]], p, 0)),
    ("third polar mode", top_two([w[0], third_w, w[1]],
                                 [p[0], third_p, p[1]], 0)),
    ("free carriers", top_two([0, w[0], w[1]], [carrier_p, p[0], p[1]], 1)),
    ("damping", (rate[keep[0]].imag, rate[keep[1]].imag, damped_weight)),
]
for name, values in cases:
    assert 0.4 < values[2] < 0.7, name
    assert abs(values[0] / lo[0] - 1) < 0.08, name
    assert abs(values[1] / lo[1] - 1) < 0.08, name

q_sample = 0.1e9                # 1/m
light_k = w[1] * 1e-3 * const.e / (const.hbar * const.c)
retarded = eps_inf * light_k**2 / (q_sample**2 - eps_inf * light_k**2)
soft_speed = 5000.0             # m/s
soft_slope = const.hbar * soft_speed * q_sample / const.e * 1e3
soft_at_q = np.hypot(w[0], soft_slope)
electronic_energy = 5000.0      # meV
electronic_change = (lo[1] / electronic_energy)**2
bias_polarisation = (const.epsilon_0 * (eps_inf * static_ratio - 1)
                     * 1e8 * 100)   # 1 MV/cm; C/m^2 to uC/cm^2
mode_z = (p * 1e-3 * const.e / const.hbar
          * np.sqrt(const.epsilon_0 * eps_inf * cell_volume)
          / (const.e / np.sqrt(const.atomic_mass)))

print(f"TO energies: {w[0]:.1f}, {w[1]:.1f} meV")
print(f"Mode charges p1, p2: {p[0]:.1f}, {p[1]:.1f} meV")
print(f"eps_inf: {eps_inf:.1f}; cell volume: {cell_volume*1e27:.3f} nm^3")
print(f"Mode charges z1, z2: {mode_z[0]:.3f}, {mode_z[1]:.3f} e/sqrt(u)")
print(f"Matrix diagonal a, b: {w[0]**2+p[0]**2:.0f}, {w[1]**2+p[1]**2:.0f} meV^2")
print(f"Matrix off-diagonal p1*p2: {p[0]*p[1]:.0f} meV^2")
print(f"Root R: {lam_up-lam_low:.1f} meV^2")
print(f"LO squares: {lam_low:.1f}, {lam_up:.1f} meV^2")
print(f"LO energies: {lo[0]:.2f}, {lo[1]:.2f} meV")
print(f"Upper LO weights on TO1, TO2: {weight:.4f}, {1-weight:.4f}")
print(f"Lower LO weights on TO1, TO2: {1-weight:.4f}, {weight:.4f}")
print(f"One-to-one shifted TO1, TO2: {single[0]:.2f}, {single[1]:.2f} meV")
print(f"p misread from ordered pairs: {misread[0]:.2f}, {misread[1]:.2f} meV")
print(f"Total p^2, true and misread: {np.sum(p**2):.1f}, {np.sum(misread**2):.1f} meV^2")
print(f"Static permittivity: {eps_inf*static_ratio:.1f}")
print(f"eps_s/eps_inf: {static_ratio:.3f}")
print(f"One-to-one LST product: {np.prod(single**2/w**2):.3f}")
print(f"LO polar strength |p.c|, lower, upper: {np.sqrt(strength[0]):.2f}, {np.sqrt(strength[1]):.2f} meV")
print(f"Screening shares, lower, upper: {shares[0]:.4f}, {shares[1]:.4f}")
print(f"Sum of screening shares: {shares.sum():.4f}")
print(f"Shares from loss integral: {loss_shares[0]:.4f}, {loss_shares[1]:.4f}")
print(f"One-to-one shares TO1, TO2: {single_shares[0]:.4f}, {single_shares[1]:.4f}")
print(f"Sum of one-to-one shares: {single_shares.sum():.4f}")
print(f"Beat period: {beat*fs_per_unit:.2f} fs")
print(f"Largest |Q2|/Q1(0) in one beat: {abs(run.y[1, peak_index]):.4f}")
print(f"Time of largest |Q2|: {times[peak_index]*fs_per_unit:.2f} fs")
print("Charge scale: lower LO, upper LO (meV), TO1 weight in upper LO")
for scale in (0.25, 0.5, 1.0, 2.0):
    low, high, part = closed_form(w, scale * p)
    print(f"  {scale:.2f}: {np.sqrt(low):.2f}, {np.sqrt(high):.2f}, {part:.4f}")
print(f"Charge scale for equal weights: {cross_scale:.4f}")
print(f"Strong-charge TO1 weight in upper LO: {limit_weight:.4f}")
print(f"Strong-charge lower LO: {limit_low:.2f} meV")
print("Neglected effect: lower LO, upper LO (meV), TO1 weight in upper LO")
for name, values in cases:
    print(f"  {name}: {values[0]:.2f}, {values[1]:.2f}, {values[2]:.4f}")
print(f"Rough Curie temperature; soft TO at 400 K: {curie_temperature:.0f} K; {warm_soft:.2f} meV")
print(f"Rough third mode, TO energy and p: {third_w:.1f}, {third_p:.1f} meV")
print(f"Carrier density; carrier p: {carrier_density*1e-6:.1e} cm^-3; {carrier_p:.2f} meV")
print(f"Rough damping rates: {damping_rates[0]:.1f}, {damping_rates[1]:.1f} meV")
print(f"Sample wavevector: {q_sample*1e-9:.2f} nm^-1")
print(f"Retarded TO2 field / LO field per polarisation: {retarded:.2e}")
print(f"Rough soft-mode speed; soft TO at sample q: {soft_speed/1000:.1f} km/s; {soft_at_q:.4f} meV")
print(f"Rough electronic energy: {electronic_energy/1000:.1f} eV")
print(f"Relative electronic dispersion at upper LO: {electronic_change:.2e}")
print(f"Linear polarisation at 1 MV/cm: {bias_polarisation:.2f} uC/cm^2")
print("every check passed")
```

It prints:

```
TO energies: 12.0, 68.0 meV
Mode charges p1, p2: 82.0, 40.0 meV
eps_inf: 5.0; cell volume: 0.060 nm^3
Mode charges z1, z2: 1.633, 0.797 e/sqrt(u)
Matrix diagonal a, b: 6868, 6224 meV^2
Matrix off-diagonal p1*p2: 3280 meV^2
Root R: 6591.5 meV^2
LO squares: 3250.2, 9841.8 meV^2
LO energies: 57.01, 99.21 meV
Upper LO weights on TO1, TO2: 0.5489, 0.4511
Lower LO weights on TO1, TO2: 0.4511, 0.5489
One-to-one shifted TO1, TO2: 82.87, 78.89 meV
p misread from ordered pairs: 55.73, 72.23 meV
Total p^2, true and misread: 8324.0, 8324.0 meV^2
Static permittivity: 240.2
eps_s/eps_inf: 48.040
One-to-one LST product: 64.198
LO polar strength |p.c|, lower, upper: 25.44, 87.62 meV
Screening shares, lower, upper: 0.1992, 0.7800
Sum of screening shares: 0.9792
Shares from loss integral: 0.1993, 0.7799
One-to-one shares TO1, TO2: 0.9790, 0.2571
Sum of one-to-one shares: 1.2361
Beat period: 98.01 fs
Largest |Q2|/Q1(0) in one beat: 0.9544
Time of largest |Q2|: 40.38 fs
Charge scale: lower LO, upper LO (meV), TO1 weight in upper LO
  0.25: 23.54, 68.80, 0.0024
  0.50: 40.34, 72.26, 0.0551
  1.00: 57.01, 99.21, 0.5489
  2.00: 60.51, 185.48, 0.7605
Charge scale for equal weights: 0.9350
Strong-charge TO1 weight in upper LO: 0.8078
Strong-charge lower LO: 61.34 meV
Neglected effect: lower LO, upper LO (meV), TO1 weight in upper LO
  soft TO at 400 K: 57.23, 99.36, 0.5530
  soft TO energy doubled: 58.64, 100.43, 0.5809
  third polar mode: 57.78, 100.86, 0.5432
  free carriers: 57.48, 100.29, 0.5459
  damping: 56.98, 99.18, 0.5492
Rough Curie temperature; soft TO at 400 K: 40 K; 14.12 meV
Rough third mode, TO energy and p: 22.0, 20.0 meV
Carrier density; carrier p: 1.0e+18 cm^-3; 16.61 meV
Rough damping rates: 3.0, 5.0 meV
Sample wavevector: 0.10 nm^-1
Retarded TO2 field / LO field per polarisation: 5.94e-05
Rough soft-mode speed; soft TO at sample q: 5.0 km/s; 12.0045 meV
Rough electronic energy: 5.0 eV
Relative electronic dispersion at upper LO: 3.94e-04
Linear polarisation at 1 MV/cm: 21.18 uC/cm^2
every check passed
```
